# Six-Band Acceptor Levels on a Logarithmic Momentum Grid: verification in Python

```python
# RESULT UNDER TEST
# A hole bound to a point acceptor, H = T(k) + split*P(j=1/2) - C/r, is solved on
# a logarithmic momentum grid k = exp(t).  In the partial wave l the Coulomb term is
# a convolution with Q_l(cosh(t-t')), whose Fourier symbol is
#   s_l(nu) = (pi/2) |Gamma((l+1+i nu)/2) / Gamma((l+2+i nu)/2)|^2 .
# Levels are labelled by projectors on G6, G7, G8 of the tetrahedral double group.
# Symbols: gam = Luttinger parameters, split = spin-orbit splitting (meV),
# C = e^2/(4 pi eps0 eps) (meV nm), T0 = hbar^2/(2 m0) (meV nm^2), h = grid step in t.
# Hole energies: bound levels are negative, binding energy = -E.
from functools import lru_cache
import numpy as np
import scipy.constants as sc
from scipy.integrate import quad
from scipy.linalg import block_diag, cholesky, eigh, expm, solve_triangular, toeplitz
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import gamma, loggamma

T0 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e21
C0 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e12
GAM = (4.3, 0.35, 1.45)
SPLIT, EPS, LATTICE, REMOTE = 44.0, 11.7, 0.54, 3400.0
C = C0 / EPS
KMIN, KMAX, STEP = 0.003, 150.0, 0.40


# ---------- Coulomb term on the logarithmic grid ----------
def symbol(l, nu):
    z = 1j * np.asarray(nu, dtype=float)
    return np.pi / 2 * np.exp(2 * np.real(loggamma((l + 1 + z) / 2)
                                         - loggamma((l + 2 + z) / 2)))


def log_grid(kmin, kmax, h):
    return kmin * np.exp(h * np.arange(int(np.log(kmax / kmin) / h) + 1))


def weights(l, h, size):
    x, w = np.polynomial.legendre.leggauss(200)
    nu = (x + 1) * np.pi / (2 * h)
    w = w * np.pi / (2 * h)
    return h / np.pi * np.cos(np.outer(np.arange(size) * h, nu)) @ (w * symbol(l, nu))


def coulomb(l, k, h, strength):
    return -strength / np.pi * np.sqrt(np.outer(k, k)) * toeplitz(weights(l, h, len(k)))


def legendre_q(l, t):
    z = np.cosh(t)
    q0 = -np.log(np.tanh(t / 2))
    return (q0, z * q0 - 1, (3 * z * z - 1) / 2 * q0 - 1.5 * z)[l]


symbol_error = 0.0
for l in range(3):
    for nu in (0.0, 1.3):
        direct = 2 * quad(lambda t: legendre_q(l, t) * np.cos(nu * t), 0,
                          36 / (l + 1), limit=400)[0]
        symbol_error = max(symbol_error, abs(direct - symbol(l, nu)))
assert symbol_error < 1e-6
ka, kb = 0.7, 1.9
angular = quad(lambda x: (3 * x * x - 1) / 2 / (ka**2 + kb**2 - 2 * ka * kb * x), -1, 1)[0]
assert abs(angular - legendre_q(2, np.log(kb / ka)) / (ka * kb)) < 1e-10


def hydrogen(l, h, rule="symbol"):
    k = log_grid(1e-3, 1e3, h)
    if rule == "symbol":
        row = weights(l, h, len(k))
    else:
        s = h * np.arange(1, int(40 / h))
        q = h * legendre_q(0, s)
        centre = symbol(0, 0.0) - 2 * q.sum() if rule == "subtract" else 0.0
        row = np.r_[centre, q[:len(k) - 1]]
    ham = np.diag(k**2 / 2) - np.sqrt(np.outer(k, k)) * toeplitz(row) / np.pi
    e, v = np.linalg.eigh(ham)
    density = (np.sqrt(h) * k**1.5 @ v[:, 0])**2 / (2 * np.pi**2)
    return e, density


e_s, density_1s = hydrogen(0, 0.4)
hyd_error = max(abs(e_s[0] + 1 / 2), abs(e_s[1] + 1 / 8),
                abs(hydrogen(1, 0.4)[0][0] + 1 / 8), abs(hydrogen(2, 0.4)[0][0] + 1 / 18))
assert hyd_error < 2e-6
assert abs(density_1s * np.pi - 1) < 0.01
err_symbol = abs(e_s[0] + 0.5)
err_drop = abs(hydrogen(0, 0.4, "drop")[0][0] + 0.5)
err_sub = [abs(hydrogen(0, h, "subtract")[0][0] + 0.5) for h in (0.4, 0.2)]
assert err_symbol < err_sub[0] / 100 and err_sub[0] < err_drop
assert 6 < err_sub[0] / err_sub[1] < 10


# ---------- angular, orbital and spin operators ----------
def ang(j):
    m = np.arange(-j, j + 1)
    up = np.diag(np.sqrt(j * (j + 1) - m[:-1] * (m[:-1] + 1)), -1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)]


LTOP = 23
nz = np.zeros(((LTOP + 1)**2,) * 2)
for l in range(1, LTOP + 1):
    for m in range(-l + 1, l):
        i, j = l * l + l + m, (l - 1) * l + m
        nz[i, j] = nz[j, i] = np.sqrt((l * l - m * m) / (4 * l * l - 1))
raise_l = block_diag(*[(ang(l)[0] + 1j * ang(l)[1]).real for l in range(LTOP + 1)])
n_plus = nz @ raise_l - raise_l @ nz
NDIR = [(n_plus + n_plus.T) / 2, (n_plus - n_plus.T) / 2j, nz]
NPAIR = {(a, b): NDIR[a] @ NDIR[b] for a in range(3) for b in range(a + 1)}
ORB = [np.kron(a, np.eye(2)) for a in ang(1)]
SPIN = [np.kron(np.eye(3), a) for a in ang(0.5)]
JBAND = [a + b for a, b in zip(ORB, SPIN)]
SPLITOFF = (np.eye(6) - 2 * sum(a @ b for a, b in zip(ORB, SPIN))) / 3


def band_factor(a, b, gam):
    """Band matrix that multiplies k_a k_b."""
    if a == b:
        return 6 * gam[1] * (np.eye(6) - ORB[a] @ ORB[a])
    return -6 * gam[2] * (ORB[a] @ ORB[b] + ORB[b] @ ORB[a])


def lowest_coefficient(direction, k):
    """Lowest hole band energy at k along a direction, divided by T0 k^2."""
    n = np.array(direction, dtype=float) / np.linalg.norm(direction)
    mat = (GAM[0] - 2 * GAM[1]) * np.eye(6) + sum(
        n[a] * n[b] * band_factor(a, b, GAM) for a, b in NPAIR)
    return np.linalg.eigvalsh(mat + SPLIT / (T0 * k**2) * SPLITOFF)[0]


coefficients = {d: (lowest_coefficient(d, 0.01), lowest_coefficient(d, 100.0))
                for d in ((1, 0, 0), (1, 1, 0))}
assert coefficients[1, 1, 0][1] < coefficients[1, 1, 0][0] / 2
directions = np.random.default_rng(1).normal(size=(400, 3))
assert min(lowest_coefficient(d, 100.0) for d in directions) > 0


def envelope(op, ls):
    idx = np.concatenate([np.arange(l * l, (l + 1)**2) for l in ls])
    return op[np.ix_(idx, idx)]


@lru_cache(maxsize=4)
def channel_operators(ls, gam):
    size = sum(2 * l + 1 for l in ls)
    kin = (gam[0] - 2 * gam[1]) * np.eye(6 * size, dtype=complex)
    for (a, b), pair in NPAIR.items():
        kin += np.kron(envelope(pair, ls), band_factor(a, b, gam))
    so = np.kron(np.eye(size), SPLITOFF)
    assert abs(kin.imag).max() < 1e-12 and abs(so.imag).max() < 1e-12
    return kin.real.copy(), so.real.copy()


# proper part of each Td element: axis, angle, sign (-1 if improper), character of E
ELEMENTS = [((0, 0, 1), 0.0, 1, 2)]
for axis in np.eye(3):
    ELEMENTS += [(axis, np.pi / 2, -1, 0), (axis, 3 * np.pi / 2, -1, 0), (axis, np.pi, 1, 2)]
for sa in (1, -1):
    for sb in (1, -1):
        ELEMENTS += [((1, sa, sb), f * np.pi / 3, 1, -1) for f in (2, 4)]
    ELEMENTS += [(ax, np.pi, -1, 0) for ax in ((1, sa, 0), (1, 0, sa), (0, 1, sa))]
assert len(ELEMENTS) == 24


def rotation(generators, axis, angle):
    n = np.array(axis, dtype=float) / np.linalg.norm(axis)
    return expm(-1j * angle * sum(c * g for c, g in zip(n, generators)))


@lru_cache(None)
def projector_block(l, irrep):
    total = 0
    for axis, angle, sign, char_e in ELEMENTS:
        char = 2 * np.cos(angle / 2) * {"G6": 1, "G7": sign, "G8": char_e}[irrep]
        if abs(char) > 1e-12:
            total = total + char * sign**(l + 1) * np.kron(
                rotation(ang(l), axis, angle), rotation(JBAND, axis, angle))
    total = total * (4 if irrep == "G8" else 2) / 24
    assert abs(total.imag).max() < 1e-9
    return total.real


def projector(ls, irrep):
    return block_diag(*[projector_block(l, irrep) for l in ls])


mixed = (0, 1, 2, 3)
kin_mixed, so_mixed = channel_operators(mixed, GAM)
xyz = np.kron(envelope(NPAIR[1, 0] @ NDIR[2], mixed), np.eye(6))
strain = np.kron(np.eye(16), ORB[2] @ ORB[2])


def comm(a, b):
    return abs(a @ b - b @ a).max()


projectors = [projector(mixed, g) for g in ("G6", "G7", "G8")]
assert abs(sum(projectors) - np.eye(96)).max() < 1e-10
for p in projectors:
    assert abs(p @ p - p).max() < 1e-10
    assert max(comm(p, kin_mixed), comm(p, so_mixed), comm(p, xyz)) < 1e-10
strain_comm = comm(projectors[2], strain)
assert strain_comm > 0.01 and abs(xyz).max() > 0.01


# ---------- the acceptor solver ----------
def lowest_by_elimination(kin, so, lch, ls, pot, k, nlev, shift=-70.0):
    """Lowest levels of a matrix that is block tridiagonal in l; shift lies below them."""
    nk, groups = len(k), [np.where(lch == l)[0] for l in ls]
    groups = [(l, g) for l, g in zip(ls, groups) if len(g)]
    low, link = [], []
    for i, (l, g) in enumerate(groups):
        block = (np.kron(T0 * kin[np.ix_(g, g)], np.diag(k**2))
                 + np.kron(SPLIT * so[np.ix_(g, g)], np.eye(nk))
                 + np.kron(np.eye(len(g)), pot[l] - shift * np.eye(nk)))
        if i:
            block -= link[-1].T @ link[-1]
        low.append(cholesky(block, lower=True, check_finite=False))
        if i + 1 < len(groups):
            step = np.kron(T0 * kin[np.ix_(g, groups[i + 1][1])], np.diag(k**2))
            link.append(solve_triangular(low[-1], step, lower=True, check_finite=False))
    ends = np.cumsum([len(a) for a in low])

    def inverse(b):
        parts = np.split(np.ravel(b), ends[:-1])
        for i, a in enumerate(low):
            rhs = parts[i] - (link[i - 1].T @ parts[i - 1] if i else 0)
            parts[i] = solve_triangular(a, rhs, lower=True, check_finite=False)
        for i in range(len(low) - 1, -1, -1):
            rhs = parts[i] - (link[i] @ parts[i + 1] if i + 1 < len(low) else 0)
            parts[i] = solve_triangular(low[i], rhs, lower=True, trans="T",
                                        check_finite=False)
        return np.concatenate(parts)

    op = LinearOperator((ends[-1], ends[-1]), matvec=inverse, dtype=float)
    mu, v = eigsh(op, k=nlev, which="LA", v0=np.ones(ends[-1]), tol=1e-11)
    order = np.argsort(-mu)
    return shift + 1 / mu[order], v[:, order]


def solve(ls, irrep, gam=GAM, nlev=1, h=STEP, kmin=KMIN, kmax=KMAX, four=False,
          dense_limit=1000):
    k = log_grid(kmin, kmax, h)
    kin, so = channel_operators(ls, gam)
    lch = np.repeat([l for l in ls for _ in range(2 * l + 1)], 6)
    if irrep is not None:
        ml = np.concatenate([np.arange(-l, l + 1) for l in ls])
        mj = np.add.outer(ml, np.diag(JBAND[2]).real).ravel()
        first_row = irrep == "G8" or (irrep == "G7") == (ls[0] % 2 == 0)
        sel = np.where(np.isclose(mj % 4, 0.5 if first_row else 1.5))[0]
        sub = np.ix_(sel, sel)
        kin, so = kin[sub], so[sub]
        mark = projector(ls, irrep)[sub] * (1 + lch[sel])
        if four:
            mark = mark @ (np.eye(len(sel)) - so)
        val, vec = eigh(mark)
        u = vec[:, val > 0.5]
        lch = np.rint(val[val > 0.5]).astype(int) - 1
        kin, so = u.T @ kin @ u, u.T @ so @ u
    nc, nk = len(lch), len(k)
    pot = {l: coulomb(l, k, h, C) for l in ls}
    if irrep is not None and nc * nk > dense_limit:
        e, v = lowest_by_elimination(kin, so, lch, ls, pot, k, nlev)
    else:
        ham = np.kron(T0 * kin, np.diag(k**2)) + np.kron(SPLIT * so, np.eye(nk))
        ham = ham.reshape(nc, nk, nc, nk)
        for c in range(nc):
            ham[c, :, c, :] += pot[lch[c]]
        e, v = eigh(ham.reshape(nc * nk, nc * nk), subset_by_index=[0, nlev - 1])
    return e, v.reshape(nc, nk, nlev), kin, so, lch, k


def centre_density(result):
    v0, lch, k = result[1][:, :, 0], result[4], result[5]
    return np.sum((v0[lch == 0] @ (np.sqrt(STEP) * k**1.5))**2) / (2 * np.pi**2)


rydberg, bohr = C**2 / (4 * T0 * GAM[0]), 2 * T0 * GAM[0] / C
assert abs(solve((0, 2), "G8", (GAM[0], 0, 0))[0][0] + rydberg) < 1e-3
elimination_error = abs(solve((0, 2, 4), "G8", nlev=2)[0]
                        - solve((0, 2, 4), "G8", nlev=2, dense_limit=0)[0]).max()
assert elimination_error < 1e-6

# convergence with the largest l, and properties of the ground level
binding, density_at = {}, {}
for lmax in (2, 4, 8, 12, 16, 20):
    ground = solve(tuple(range(0, lmax + 1, 2)), "G8")
    binding[lmax], density_at[lmax] = -ground[0][0], centre_density(ground)
gains = np.diff(list(binding.values()))
assert np.all(gains > 0), gains
assert gains[-1] < gains[-2], gains
assert gains[-1] < 0.05, gains
e, v, kin, so, lch, k = ground
e0, v0 = e[0], v[:, :, 0]
mean_kin = T0 * np.sum(v0 * (kin @ v0) * k**2)
mean_so = SPLIT * np.sum(v0 * (so @ v0))
mean_pot = e0 - mean_kin - mean_so
assert abs(2 * mean_kin + mean_pot) < 5e-3
radius = C / -mean_pot
l_weight = {l: np.sum(v0[lch == l]**2) for l in (0, 2, 4)}

# simpler models of the same acceptor
gbar = (2 * GAM[1] + 3 * GAM[2]) / 5
SPH = (GAM[0], gbar, gbar)
four_sph = -solve((0, 2), "G8", SPH, four=True)[0][0]
four_cub = -solve(tuple(range(0, 13, 2)), "G8", four=True)[0][0]
six_sph = -solve((0, 2), "G8", SPH)[0][0]
assert abs(six_sph + solve((0, 2, 4), "G8", SPH)[0][0]) < 1e-5

# odd-parity levels, one symmetry block at a time
wanted = (("G8", 3), ("G7", 2), ("G6", 1))
ODD_SHORT, ODD_LONG = 13, 17
odd_short = {g: -solve(tuple(range(1, ODD_SHORT + 1, 2)), g, nlev=n)[0] for g, n in wanted}
odd_levels = {g: -solve(tuple(range(1, ODD_LONG + 1, 2)), g, nlev=n)[0] for g, n in wanted}
odd_gain = max(abs(odd_levels[g] - odd_short[g]).max() for g in odd_levels)
assert odd_gain < 0.05, odd_gain
sph8 = solve((1, 3), "G8", SPH, nlev=6)[0]
sph7 = solve((1, 3), "G7", SPH, nlev=1)[0][0]
assert abs(sph8 - sph7).min() < 1e-5

# grid convergence: finer step and wider range
fine = dict(h=0.28, kmin=KMIN / 3, kmax=3 * KMAX)
grid_change = max(abs(solve((0, 2), "G8")[0] - solve((0, 2), "G8", **fine)[0]).max(),
                  abs(solve((1, 3), "G8", nlev=3)[0]
                      - solve((1, 3), "G8", nlev=3, **fine)[0]).max())
assert grid_change < 5e-3, grid_change

# unprojected problem: labels from projector weights, compared with the blocks
coarse = 0.45
raw_e, raw_v = solve((1, 3), None, nlev=16, h=coarse)[:2]
names = ("G6", "G7", "G8")
raw_p = [projector((1, 3), g) for g in names]
label_weight = np.array([[np.sum(raw_v[:, :, s] * (p @ raw_v[:, :, s])) for p in raw_p]
                         for s in range(16)])
assert label_weight.max(axis=1).min() > 1 - 1e-5
union = np.sort(np.concatenate([np.repeat(solve((1, 3), g, nlev=6, h=coarse)[0], d)
                                for g, d in (("G8", 4), ("G7", 2), ("G6", 2))]))
block_difference = abs(union[:16] - raw_e).max()
assert block_difference < 1e-5
clusters = np.split(np.arange(16), np.where(np.diff(raw_e) > 1e-5)[0] + 1)[:-1]
for c in clusters:
    assert len(c) == (2, 2, 4)[int(np.argmax(label_weight[c[0]]))]


# ---------- independent road: Gaussians, Cartesian orbitals, no group theory ----------
def gaussian_ground(core=0.0, length=1.0):
    """Variational ground energy, s and d envelopes; core scales an added Yukawa term."""
    al = np.geomspace(2e-3, 1e3, 18)
    be = 1 / (4 * al)
    x, wx = np.polynomial.legendre.leggauss(8)
    phi = 2 * np.pi * np.arange(16) / 16
    ct, ph = [a.ravel() for a in np.meshgrid(x, phi, indexing="ij")]
    w = np.repeat(wx, 16) * 2 * np.pi / 16
    st = np.sqrt(1 - ct**2)
    n = np.array([st * np.cos(ph), st * np.sin(ph), ct])
    y = np.array([np.ones_like(ct), n[0] * n[1], n[1] * n[2], n[2] * n[0],
                  n[0]**2 - n[1]**2, 3 * n[2]**2 - 1])
    y /= np.sqrt((y**2 @ w))[:, None]
    ell = [0, 2, 2, 2, 2, 2]
    band = 6 * GAM[2] * np.einsum("aq,bq->abq", n, n)
    for a in range(3):
        band[a, a] = GAM[0] - 2 * GAM[1] + 6 * GAM[1] * n[a]**2
    angle = np.einsum("mq,abq,nq->manb", y * w, band, y, optimize=True)

    def norm(l, a):
        return np.sqrt(2 * (2 * a)**(l + 1.5) / gamma(l + 1.5))

    r = np.exp(np.arange(-12, 5, 0.04))
    pa, pb = np.add.outer(al, al), np.add.outer(be, be)
    ov, hm = np.zeros((18, 6, 18, 6)), np.zeros((18, 6, 3, 18, 6, 3))
    for m, lm in enumerate(ell):
        nn = np.outer(norm(lm, al), norm(lm, al))
        ov[:, m, :, m] = nn * gamma(lm + 1.5) / (2 * pa**(lm + 1.5))
        yuk = np.exp(-pa[..., None] * r**2 - r / length) @ (0.04 * r**(2 * lm + 2))
        pot = -nn * (C * gamma(lm + 1) / (2 * pa**(lm + 1)) + core * (C0 - C) * yuk)
        for a in range(3):
            hm[:, m, a, :, m, a] += pot
        for q, lq in enumerate(ell):
            power = (lm + lq + 5) / 2
            rad = (-1)**((lm + lq) // 2) * np.outer(norm(lm, be), norm(lq, be)) \
                * gamma(power) / (2 * pb**power)
            hm[:, m, :, :, q, :] += T0 * np.einsum("ij,ab->iajb", rad, angle[m, :, q, :])
    unit = np.eye(3)
    lev = np.array([[np.cross(unit[a], unit[b]) for b in range(3)] for a in range(3)])
    pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
    so6 = (np.eye(6) - sum(np.kron(-1j * lev[:, :, c], pauli[c]) for c in range(3))) / 3
    ov = ov.reshape(108, 108)
    full = np.kron(hm.reshape(324, 324), np.eye(2)) + SPLIT * np.kron(ov, so6)
    return eigh(full, np.kron(ov, np.eye(6)), eigvals_only=True, subset_by_index=[0, 0])[0]


e_gauss = gaussian_ground()
assert -2e-3 < e_gauss + binding[2] < 0.02, e_gauss + binding[2]

# ---------- size of neglected effects ----------
k_fermi = (3 * np.pi**2 * 32 / LATTICE**3)**(1 / 3)
a_bohr = sc.physical_constants["Bohr radius"][0] * 1e9
tf_length = np.sqrt(np.pi * a_bohr / (4 * k_fermi))
contact = 4 * np.pi * tf_length**2 * (C0 - C)
core_first = contact * density_at[20]
core_slope = (e_gauss - gaussian_ground(0.01, tf_length)) / 0.01
slope_ratio = core_slope / (contact * density_at[2])
assert abs(slope_ratio - 1) < 0.35, slope_ratio
core_full = e_gauss - gaussian_ground(1.0, tf_length)
far_weight = np.sum(v0[:, k > 0.1 * 2 * np.pi / LATTICE]**2)
thermal = sc.k * 300 / sc.e * 1e3
field = e0**2 / (4 * C) * 0.01
overlap_density = (1 / (4 * radius))**3 * 1e21

print(f"Inputs: gamma1, gamma2, gamma3 = {GAM} (rough, silicon-like)")
print(f"Inputs: splitting {SPLIT} meV, eps {EPS}, lattice constant {LATTICE} nm")
print(f"hbar^2/2m0 = {T0:.3f} meV nm^2; C = {C:.2f} meV nm")
print(f"Grid: k = {KMIN} to {KMAX} 1/nm, step h = {STEP}, {len(k)} points")
print(f"Symbol at nu=0 for l=0,1,2: {symbol(0,0):.5f} {symbol(1,0):.5f} {symbol(2,0):.5f}")
print(f"Symbol against quadrature, largest error: {symbol_error:.1e}")
print(f"Hydrogen 1s,2s,2p,3d at h=0.4, largest error: {hyd_error:.1e} hartree")
print(f"Hydrogen 1s error, symbol weights, h=0.4: {err_symbol:.1e} hartree")
print(f"Hydrogen 1s error, subtraction, h=0.4: {err_sub[0]:.2e} hartree")
print(f"Hydrogen 1s error, subtraction, h=0.2: {err_sub[1]:.2e} hartree")
print(f"Hydrogen 1s error, singular point dropped, h=0.4: {err_drop:.2e} hartree")
for d, (small, large) in coefficients.items():
    print(f"Lowest band E/(T0 k^2) along {d}: small k {small:.3f}, large k {large:.3f}")
print(f"Commutator of G8 projector with uniaxial strain: {strain_comm:.3f}")
print(f"Scale C^2/(4 T0 gamma1) = {rydberg:.3f} meV; length {bohr:.3f} nm")
print(f"Elimination against dense diagonalization: {elimination_error:.1e} meV")
for lmax, value in binding.items():
    print(f"Six-band ground binding, l up to {lmax}: {value:.3f} meV")
print(f"Gaussian variational binding, l up to 2: {-e_gauss:.3f} meV")
print(f"Change on finer, wider grid: {grid_change:.1e} meV")
print(f"Spherical average of gamma2 and gamma3: {gbar:.3f}")
print(f"Ground binding, four-band spherical: {four_sph:.3f} meV")
print(f"Ground binding, four-band cubic: {four_cub:.3f} meV")
print(f"Ground binding, six-band spherical: {six_sph:.3f} meV")
print(f"Ground binding, six-band cubic: {-e0:.3f} meV = {-e0/1000:.5f} eV")
print(f"Ground means: kinetic {mean_kin:.3f}, Coulomb {mean_pot:.3f}, split-off {mean_so:.3f} meV")
print(f"Ground split-off weight: {100*mean_so/SPLIT:.2f} %")
print("Ground weights of l=0,2,4: " + ", ".join(f"{100*x:.2f}" for x in l_weight.values()) + " %")
print(f"Ground radius 1/<1/r>: {radius:.3f} nm; density at centre {density_at[20]:.4f} 1/nm^3")
print(f"Odd levels: change from l up to {ODD_SHORT} to l up to {ODD_LONG}: {odd_gain:.1e} meV")
for g, levels in odd_levels.items():
    for b in levels:
        print(f"Odd level {g}: binding {b:.3f} meV, excitation energy {-e0-b:.3f} meV")
print("Unprojected odd problem (l=1,3), projector weights G6 G7 G8:")
for c in clusters[:4]:
    ww = " ".join(f"{abs(x):.4f}" for x in label_weight[c[0]])
    print(f"  binding {-raw_e[c[0]]:.3f} meV, degeneracy {len(c)}, weights {ww}")
print(f"Unprojected against block energies: {block_difference:.1e} meV")
print(f"Core: Thomas-Fermi length {tf_length:.4f} nm")
print(f"Core: added binding, first order {core_first:.2f} meV, variational (l<=2) {core_full:.2f} meV")
print(f"Core: weak-strength slope over contact formula (l<=2): {slope_ratio:.3f}")
print(f"Weight beyond k = {0.1*2*np.pi/LATTICE:.2f} 1/nm: {100*far_weight:.2f} %")
print(f"Kinetic energy over rough remote-band distance {REMOTE/1000} eV: {100*mean_kin/REMOTE:.2f} %")
print(f"Thermal energy at 300 K: {thermal:.2f} meV; binding over it {-e0/thermal:.2f}")
print(f"Over-barrier ionizing field: {field:.4f} MV/cm")
print(f"Density with spacing of four radii: {overlap_density:.2e} cm^-3")
print("success")
```

Running it gives:

```
Inputs: gamma1, gamma2, gamma3 = (4.3, 0.35, 1.45) (rough, silicon-like)
Inputs: splitting 44.0 meV, eps 11.7, lattice constant 0.54 nm
hbar^2/2m0 = 38.100 meV nm^2; C = 123.07 meV nm
Grid: k = 0.003 to 150.0 1/nm, step h = 0.4, 28 points
Symbol at nu=0 for l=0,1,2: 4.93480 2.00000 1.23370
Symbol against quadrature, largest error: 2.2e-07
Hydrogen 1s,2s,2p,3d at h=0.4, largest error: 1.9e-07 hartree
Hydrogen 1s error, symbol weights, h=0.4: 3.6e-09 hartree
Hydrogen 1s error, subtraction, h=0.4: 4.26e-04 hartree
Hydrogen 1s error, subtraction, h=0.2: 5.28e-05 hartree
Hydrogen 1s error, singular point dropped, h=0.4: 2.97e-01 hartree
Lowest band E/(T0 k^2) along (1, 0, 0): small k 3.600, large k 3.600
Lowest band E/(T0 k^2) along (1, 1, 0): small k 1.764, large k 0.300
Commutator of G8 projector with uniaxial strain: 0.471
Scale C^2/(4 T0 gamma1) = 23.114 meV; length 2.662 nm
Elimination against dense diagonalization: 8.2e-10 meV
Six-band ground binding, l up to 2: 35.465 meV
Six-band ground binding, l up to 4: 40.093 meV
Six-band ground binding, l up to 8: 42.242 meV
Six-band ground binding, l up to 12: 42.522 meV
Six-band ground binding, l up to 16: 42.558 meV
Six-band ground binding, l up to 20: 42.563 meV
Gaussian variational binding, l up to 2: 35.465 meV
Change on finer, wider grid: 5.0e-05 meV
Spherical average of gamma2 and gamma3: 1.010
Ground binding, four-band spherical: 28.979 meV
Ground binding, four-band cubic: 31.879 meV
Ground binding, six-band spherical: 30.863 meV
Ground binding, six-band cubic: 42.563 meV = 0.04256 eV
Ground means: kinetic 45.955, Coulomb -91.911, split-off 3.393 meV
Ground split-off weight: 7.71 %
Ground weights of l=0,2,4: 75.81, 18.60, 4.07 %
Ground radius 1/<1/r>: 1.339 nm; density at centre 0.1754 1/nm^3
Odd levels: change from l up to 13 to l up to 17: 9.0e-03 meV
Odd level G8: binding 14.811 meV, excitation energy 27.752 meV
Odd level G8: binding 10.922 meV, excitation energy 31.641 meV
Odd level G8: binding 7.055 meV, excitation energy 35.508 meV
Odd level G7: binding 5.683 meV, excitation energy 36.880 meV
Odd level G7: binding 3.293 meV, excitation energy 39.270 meV
Odd level G6: binding 5.684 meV, excitation energy 36.878 meV
Unprojected odd problem (l=1,3), projector weights G6 G7 G8:
  binding 13.063 meV, degeneracy 4, weights 0.0000 0.0000 1.0000
  binding 9.404 meV, degeneracy 4, weights 0.0000 0.0000 1.0000
  binding 5.923 meV, degeneracy 4, weights 0.0000 0.0000 1.0000
  binding 5.475 meV, degeneracy 2, weights 0.0000 1.0000 0.0000
Unprojected against block energies: 8.9e-10 meV
Core: Thomas-Fermi length 0.0478 nm
Core: added binding, first order 6.63 meV, variational (l<=2) 4.80 meV
Core: weak-strength slope over contact formula (l<=2): 0.899
Weight beyond k = 1.16 1/nm: 28.02 %
Kinetic energy over rough remote-band distance 3.4 eV: 1.35 %
Thermal energy at 300 K: 25.85 meV; binding over it 1.65
Over-barrier ionizing field: 0.0368 MV/cm
Density with spacing of four radii: 6.51e+18 cm^-3
success
```
